# The Wulff Shape: Facet Energies, Facet Distances and the Crystal's Centre

A model polar crystal of volume $500\ \mathrm{nm^3}$ has a top face costing $1.4\ \mathrm{J/m^2}$ and a bottom face costing $1.0\ \mathrm{J/m^2}$. In its shape of lowest surface energy, the two faces lie 5.469 nm and 3.907 nm from a certain interior point. Dividing distance by energy gives 3.907 nm per $\mathrm{J/m^2}$ for both. Measured from the centroid instead, the ratios are 3.647 and 4.271. Why is there a point that makes the ratios equal, and why is it not the centroid?

## Energy and admissible shapes

Let $K$ be a compact solid with piecewise smooth boundary, outward unit normal $\mathbf n$ and fixed volume $V$. Its surface energy is

$$E(K)=\oint_{\partial K}\gamma(\mathbf n)\,dA. \tag{1}$$

The energy per area $\gamma$ is positive and depends on orientation alone. It may be infinite for excluded orientations. It is lower semicontinuous: it may jump down at a special orientation, but not up. This guarantees that minima over orientation are attained.

Edge energies, elastic strain, substrate contact and long-range electric fields are omitted. In a ferroelectric particle the last omission requires polarization charge to be screened, with the screening cost included in $\gamma$. Otherwise, at fixed shape and uniform polarization, the depolarizing energy density is independent of size. The total electric energy then grows as $V$, while (1) grows as $V^{2/3}$, so a surface-only minimization is unjustified, especially for large particles.

Define the Wulff body

$$W=\{\mathbf x:\ \mathbf x\cdot\mathbf n\le\gamma(\mathbf n)\ \text{for all }\mathbf n\}. \tag{2}$$

Each orientation contributes a half-space bounded by a plane at distance $\gamma(\mathbf n)$ from the origin. Distances in $W$ therefore carry units of surface energy. We assume that $W$ is bounded with piecewise smooth boundary, as it is for a finite list of facets that encloses a volume. Since $\gamma$ has a positive minimum, $W$ contains a ball about the origin. It is convex, being an intersection of half-spaces.

The claim is that the minimizer is $\lambda W$, up to translation, with

$$\lambda=\left(\frac{V}{|W|}\right)^{1/3}. \tag{3}$$

## The energy of the Wulff body

Take a boundary point $\mathbf x$ of $W$, and let $m$ be the minimum of $\gamma(\mathbf n)-\mathbf x\cdot\mathbf n$ over $\mathbf n$. By (2), $m\ge0$. If $m$ were positive, every $\mathbf y$ with $|\mathbf y-\mathbf x|<m$ would satisfy

$$\mathbf y\cdot\mathbf n\le\mathbf x\cdot\mathbf n+|\mathbf y-\mathbf x|<\gamma(\mathbf n)$$

for all $\mathbf n$. Then $\mathbf x$ would be an interior point, a contradiction. So $m=0$, and some $\mathbf n$ obeys $\mathbf x\cdot\mathbf n=\gamma(\mathbf n)$. Every other point of $W$ has $\mathbf y\cdot\mathbf n\le\gamma(\mathbf n)=\mathbf x\cdot\mathbf n$, so this $\mathbf n$ is an outward normal at $\mathbf x$. Away from edges and corners the normal is unique, hence

$$\mathbf x\cdot\mathbf n=\gamma(\mathbf n)\quad\text{on the smooth parts of }\partial W. \tag{4}$$

A facet present on $W$ thus lies at distance $\gamma_i$ from the origin. Inserting (4) into (1) and using the divergence theorem gives

$$E(W)=\oint_{\partial W}\mathbf x\cdot\mathbf n\,dA=\int_W\nabla\cdot\mathbf x\,dV=3|W|. \tag{5}$$

Scaling lengths by $\lambda$ multiplies areas by $\lambda^2$ and volume by $\lambda^3$. With (3),

$$E(\lambda W)=3\lambda^2|W|=\frac{3V}{\lambda}=3|W|^{1/3}V^{2/3}. \tag{6}$$

## No shape has lower energy

To compare an arbitrary $K$ with $W$, we construct a map $\mathbf T:K\to W$ that matches volume fractions. Let $S_K(x_1)$ be the area of the slice of $K$ at $x_1$, and $\ell_K(x_1,x_2)$ the total length of $K$ on the line parallel to $x_3$. Define $S_W$ and $\ell_W$ likewise. The first component is fixed by equal volume fractions to the left:

$$\frac1V\int_{-\infty}^{x_1}S_K(s)\,ds=\frac1{|W|}\int_{-\infty}^{T_1}S_W(t)\,dt .$$

Next, $T_2(x_1,x_2)$ equates area fractions within the corresponding slices, and $T_3(x_1,x_2,x_3)$ equates length fractions within the corresponding columns. Differentiating each condition with respect to its own last coordinate gives, almost everywhere in $K$,

$$\partial_1T_1=\frac{|W|}{V}\frac{S_K}{S_W},\qquad
\partial_2T_2=\frac{S_W}{S_K}\frac{\ell_K}{\ell_W},\qquad
\partial_3T_3=\frac{\ell_W}{\ell_K}, \tag{7}$$

where the $W$ quantities are evaluated at the image point. All three derivatives are positive, and the slice areas and column lengths cancel in their product:

$$(\partial_1T_1)(\partial_2T_2)(\partial_3T_3)=\frac{|W|}{V}. \tag{8}$$

The arithmetic mean of three positive numbers is at least their geometric mean, so

$$\nabla\cdot\mathbf T\ge3\left(\frac{|W|}{V}\right)^{1/3}. \tag{9}$$

We now integrate over $K$. Choose axes for which boundary pieces parallel to $x_3$ have zero total area. Almost every choice works, because a given normal is perpendicular to $x_3$ only when $x_3$ lies on one great circle of directions. At almost every boundary point the column then has positive length, and $\mathbf T$ is defined there with its value in $W$.

Integrate $\partial_iT_i$ along lines parallel to $x_i$. Each segment inside $K$ contributes $T_i$ at its exit minus $T_i$ at its entry. The projected area element is $|n_i|dA$, with $n_i>0$ at an exit and $n_i<0$ at an entry. Summing over lines and over $i$,

$$\int_K\nabla\cdot\mathbf T\,dV=\oint_{\partial K}\mathbf T\cdot\mathbf n\,dA. \tag{10}$$

This argument needs no derivative of $T_i$ across its own line. Since $\mathbf T$ lies in $W$, (2) gives $\mathbf T\cdot\mathbf n\le\gamma(\mathbf n)$. Combining this with (9) and (10),

$$E(K)\ge\oint_{\partial K}\mathbf T\cdot\mathbf n\,dA\ge3\left(\frac{|W|}{V}\right)^{1/3}V=3|W|^{1/3}V^{2/3}. \tag{11}$$

By (6), $\lambda W$ attains the bound. Convexity of $K$ was not used, so notched or otherwise nonconvex crystals are covered.

## Uniqueness

Suppose $K$ attains equality. Its interior cannot consist of several separate pieces. If the pieces have volume fractions $s_j<1$, applying (11) to each gives an energy of at least $3|W|^{1/3}V^{2/3}\sum_js_j^{2/3}$. This exceeds the bound because $s_j^{2/3}>s_j$ and $\sum_js_j=1$.

The interior is therefore connected, and its projection on $x_1$ is one interval. Equality in (9) requires the three derivatives to be equal, so each is $c=(|W|/V)^{1/3}$. Hence $T_1=cx_1+b$ throughout that interval.

Let $\mathbf u$ be the first axis, and let $h_K(\mathbf u)=\max_{\mathbf x\in K}\mathbf x\cdot\mathbf u$ be the distance of the touching plane. The map carries the upper end of $K$ to that of $W$, so $h_W=ch_K+b$. It also preserves volume fractions, so the centroids obey $\bar{\mathbf x}_W\cdot\mathbf u=c\,\bar{\mathbf x}_K\cdot\mathbf u+b$. Subtracting removes $b$:

$$h_W(\mathbf u)-\bar{\mathbf x}_W\cdot\mathbf u=c\left[h_K(\mathbf u)-\bar{\mathbf x}_K\cdot\mathbf u\right]. \tag{12}$$

This holds for almost every $\mathbf u$ and, by continuity of touching-plane distances, for every $\mathbf u$. The touching planes determine the convex hull, so the hull of $K$ is a translate of $W/c$. The volume of $W/c$ is $|W|/c^3=V$, the same as that of $K$. A compact solid inside a convex body of equal volume fills it. Since $1/c=\lambda$, $K$ is a translate of $\lambda W$.

Scaling (4) now gives the facet rule

$$h_i=\lambda\gamma_i\qquad\text{for every facet present}, \tag{13}$$

with distances measured from the image of the origin of $W$, called the Wulff point. An absent orientation satisfies $h_W(\mathbf n)\le\gamma(\mathbf n)$, and its touching plane generally lies closer than $\lambda\gamma(\mathbf n)$. The proportionality therefore does not extend to all orientations.

For isotropic $\gamma$, $W$ is a ball of radius $\gamma$. The crystal is a sphere of radius $R=\lambda\gamma$, and (6) becomes $E=3(4\pi R^3/3)(\gamma/R)=4\pi R^2\gamma$, as it should.

## Equilibrium between facets

Move the facets of the minimizer slightly, treating $E$ and $V$ as functions of the distances $h_i$. Where these functions are differentiable, stationarity at fixed volume means

$$\frac{\partial E}{\partial h_i}=\mu\frac{\partial V}{\partial h_i} \tag{14}$$

with one multiplier $\mu$ for all facets. To find it, change all distances together along $h_i=\lambda\gamma_i$. Multiplying (14) by $\gamma_i$ and summing gives $dE/d\lambda=\mu\,dV/d\lambda$. From $E=3\lambda^2|W|$ and $V=\lambda^3|W|$,

$$\mu=\frac{6\lambda|W|}{3\lambda^2|W|}=\frac2\lambda=\frac{2\gamma_i}{h_i}. \tag{15}$$

This is the surface energy required per unit of added volume. Its equality across facets means that moving a little material from one facet to another gives no first-order gain. An expensive facet costs no more per added volume than a cheap one: the cost of an advance is the sum of the changes in its own area and those of its neighbours, each weighted by its $\gamma$, and at the minimum this sum per added volume is the same for every facet. For a sphere, (15) reduces to $2\gamma/R$. This is the Laplace pressure of a liquid drop. In a solid it is only the energy per added volume, and the mechanical pressure inside an elastic sphere is $2f/R$, set by the surface stress $f$, which generally differs from $\gamma$. A plane at $\lambda\gamma_i$ that lies wholly outside the crystal drops out of (14), since a small displacement of it changes neither $E$ nor $V$.

## A polar crystal

The four side faces of the model crystal cost $1.0\ \mathrm{J/m^2}$, like the bottom. The twelve $\{110\}$-type faces cost 1.3 and the eight $\{111\}$-type faces 1.7. Other orientations are excluded. These are round model parameters with cubic facet directions and a polar $z$ axis, not the energies of a particular material.

The planes give $|W|=8.386\ (\mathrm{J/m^2})^3$, so

$$\lambda=\left(\frac{500}{8.386}\right)^{1/3}=3.907\ \text{nm per J/m}^2 .$$

Thus $h_{\rm top}=3.907\times1.4=5.469$ nm, and the $\{110\}$-type facets lie at $3.907\times1.3=5.079$ nm. Since $1\ \mathrm{J/m^2}\times1\ \mathrm{nm^2}=1$ aJ, (6) gives

$$E=\frac{3\times500}{3.907}=384.0\ \mathrm{aJ}=2.396\ \mathrm{keV}.$$

The facet areas follow from the same planes. An upper inclined face obeys $(x+z)/\sqrt2\le1.3$ in $W$. At $z=1.4$ this leaves $|x|\le1.3\sqrt2-1.4=0.438$, and likewise for $y$. The top is a square of area $4(3.907\times0.438)^2\approx11.7\ \mathrm{nm^2}$. At the bottom, $z=-1.0$, the half-width is $1.3\sqrt2-1.0=0.838$, and the area is $42.9\ \mathrm{nm^2}$. The costlier top is farther away and is largely replaced by the inclined faces.

For the absent $\{111\}$ faces, add the three conditions $x+y$, $y+z$, $z+x\le1.3\sqrt2$ and divide by $2\sqrt3$:

$$\frac{x+y+z}{\sqrt3}\le1.3\sqrt{\frac32}=1.592 .$$

Equality occurs at the corner $x=y=z=1.3/\sqrt2$, which lies in $W$. A $\{111\}$ energy of 1.7 exceeds this threshold. The touching plane is 6.22 nm from the Wulff point, whereas $\lambda\gamma_{111}=6.64$ nm. Lowering the energy to 1.5 makes all eight facets appear. At the same crystal volume, each of the four upper ones has area $1.18\ \mathrm{nm^2}$; the four lower ones are slightly smaller, because the bottom face trims one more of their corners.

If only the six axis-parallel faces are allowed, (2) is a block with $|W|=2\times2\times2.4=9.6\ (\mathrm{J/m^2})^3$. Its energy at the chosen volume is 401.7 aJ, which is 4.6% above the full Wulff energy. A cube is 5.0% above it. Elongating the cube into this block thus saves 1.5 aJ, and then admitting the inclined and upright $\{110\}$-type facets saves a further 17.7 aJ.

Displacing each present facet separately gives $\mu=0.512$ GPa in every case, in agreement with $2/\lambda$. A direct search over four independent distances, leaving out the $\{111\}$ planes and with the side and bottom distances set to 1 to fix size and origin, started at 1.15, 1.25, 1.22 and 1.20. It reached 1.400, 1.300, 1.300 and 1.300 without using (13). That search imposed the crystal's symmetry. As a separate test, 200 random polyhedra without imposed symmetry all lay above the bound, the closest by 2.3%.

The map was also constructed for a block with edges 2, 1 and 1 nm. Its faces are parallel to the axes, so boundary values were taken as limits from inside. The lower bound is 9.68 aJ and the block's energy 10.80 aJ. Between them lie the two sides of (10), evaluated as 10.28 and 10.33 aJ. These should be equal; at the coarse sampling used they differ by 0.6% of the flux, and with finer sampling both converge to 10.25 aJ, still between the bound and the block's energy. The full values are in the numerical output.

## What the shape can reveal

The Wulff point depends on how $\gamma$ is divided between opposite faces. For a constant vector $\mathbf a$, let

$$\gamma'(\mathbf n)=\gamma(\mathbf n)+\mathbf a\cdot\mathbf n, \tag{16}$$

with $\mathbf a$ small enough to keep $\gamma'$ positive. The divergence theorem applied to a constant gives $\oint\mathbf n\,dA=0$ for any closed surface. Hence

$$E'(K)=E(K)+\mathbf a\cdot\oint_{\partial K}\mathbf n\,dA=E(K). \tag{17}$$

The condition $\mathbf x\cdot\mathbf n\le\gamma'(\mathbf n)$ is the same as $(\mathbf x-\mathbf a)\cdot\mathbf n\le\gamma(\mathbf n)$, so $W'=W+\mathbf a$. The crystal is unchanged, but its Wulff point moves relative to it.

With $a_z=-0.2\ \mathrm{J/m^2}$, the top and bottom energies both become $1.2\ \mathrm{J/m^2}$. The crystal remains polar, because the upper and lower inclined energies change by $-0.2/\sqrt2$ and $+0.2/\sqrt2$ and are no longer equal. An observed shape cannot distinguish these two assignments. If it is an equilibrium shape rather than one frozen in by growth, and both faces are present, it does constrain the sum for opposite faces, since $h_{\rm top}+h_{\rm bottom}=\lambda(\gamma_{\rm top}+\gamma_{\rm bottom})$. Even this sum is relative until one energy scale is known, because multiplying every $\gamma$ by a constant leaves the shape unchanged.

This freedom also explains the opening ratios. The centroid belongs to the solid, whereas the Wulff point belongs to the chosen energy assignment. Here the centroid lies 0.364 nm above the Wulff point, which shortens the distance to the top and lengthens that to the bottom. The shift $a_z=-0.364/3.907=-0.093\ \mathrm{J/m^2}$ in (16), which gives top and bottom energies of 1.307 and $1.093\ \mathrm{J/m^2}$, would place the Wulff point at the centroid of the same crystal.

## Size and competing phases

Equation (6) gives a surface energy per volume of $3/\lambda=3(|W|/V)^{1/3}$, here $384.0/500=0.768$ GPa. It falls as $V^{-1/3}$ and is $3/2$ times the marginal cost $\mu$, because $E\propto V^{2/3}$ gives $\mu=dE/dV=\tfrac23E/V$.

This can reverse the stability of two phases. Let phase B have a bulk free-energy density higher than A by $\Delta g>0$, but a smaller Wulff volume, $|W_B|<|W_A|$. Assume equal atomic densities, fully relaxed shapes and size-independent $\gamma$. Then

$$F_B-F_A=\Delta g\,V-3\left(|W_A|^{1/3}-|W_B|^{1/3}\right)V^{2/3}. \tag{18}$$

Setting this to zero and dividing by $V^{2/3}$ gives the crossover volume

$$V_*=\left[\frac{3\left(|W_A|^{1/3}-|W_B|^{1/3}\right)}{\Delta g}\right]^3. \tag{19}$$

Phase B is favoured for $V<V_*$. This is how surface energy could stabilize a polar phase that is unfavourable in bulk, provided its screened surfaces are cheap enough in the sense of $|W|^{1/3}$. At very small sizes the omitted edge energy matters: it scales as $V^{1/3}$, so its ratio to the surface energy grows as $V^{-1/3}$. Equation (19) then needs correction, and so does the shape itself. The $500\ \mathrm{nm^3}$ example is not far from this regime: its Wulff shape has 169 nm of edge against 96 nm for the block, so an equal edge energy of about $2.4\times10^{-10}\ \mathrm{J/m}$ on every edge would cancel the 17.7 aJ gained from the $\{110\}$-type facets.

## Calculated quantities

```
crystal volume: 500.0 nm^3
|W|: 8.38579 (J/m^2)^3
scale: 3.90669 nm per J/m^2
facet: gamma J/m^2, distance nm, area of one nm^2, dE/dV GPa
top: 1.40, 5.4694, 11.7374, 0.51194
bottom: 1.00, 3.9067, 42.9201, 0.51194
side: 1.00, 3.9067, 42.9201, 0.51194
upright 110: 1.30, 5.0787, 6.1279, 0.51194
upper 101: 1.30, 5.0787, 17.1527, 0.51194
lower 10-1: 1.30, 5.0787, 6.1279, 0.51194
111 gamma: 1.70 J/m^2
111 appearance threshold: 1.59217 J/m^2
111 touching-plane distance: 6.2201 nm
111 plane at scale*gamma: 6.6414 nm
lowered 111 gamma: 1.50 J/m^2
area of one 111 facet then: 1.1848 nm^2
2/scale: 0.51194 GPa
Wulff energy: 383.957 aJ
Wulff energy: 2.3965 keV
best block energy: 401.660 aJ
cube energy: 403.175 aJ
cube excess: 5.005 percent
best block excess: 4.611 percent
centroid height above Wulff point: 0.3639 nm
top distance/gamma from centroid: 3.6468 nm per J/m^2
bottom distance/gamma from centroid: 4.2706 nm per J/m^2
search start (top, 110, 101, 10-1; side=bottom=1): 1.15 1.25 1.22 1.20
search result (same order, relative to side): 1.40000 1.30000 1.30000 1.30000
search minimum E/V^(2/3): 6.094937 J/m^2
derived minimum E/V^(2/3): 6.094937 J/m^2
random shapes tested: 200
lowest random energy/bound: 1.02305
map test block edges: 2.0 1.0 1.0 nm
map determinant expected: 4.1929 (J/m^2/nm)^3
map determinant range: 4.1923 to 4.1947 (J/m^2/nm)^3
map test lower bound: 9.6751 aJ
map volume integral: 10.2755 aJ
map surface flux: 10.3327 aJ
map test block energy: 10.8000 aJ
origin shift of gamma along z: -0.20 J/m^2
shifted top gamma: 1.20 J/m^2
shifted bottom gamma: 1.20 J/m^2
```
